# Interface Roughness at a Hard Wall: Matrix Element, Mean Force and Mobility, part 1

(Sections cited here and not found follow in the second part.)

## First half: the matrix element of a displaced wall

Electrons are held against an interface by a smooth potential energy $V(z)$. The interface is modelled as a hard wall: the wavefunction vanishes there and the electrons occupy the side of larger $z$. A flat wall lies at $z=0$. A rough wall lies at $z=\Delta(\mathbf r)$, where $\mathbf r=(x,y)$ runs along the interface and $\Delta>0$ means that the wall protrudes into the electron layer. The potential $V(z)$ stays fixed when the wall moves. Where the wall recedes, $V$ is continued smoothly to slightly negative $z$.

The effective mass is $m_z$ for motion across the layer and $m_p$ for motion along it. With the abbreviations

$$c_z=\frac{\hbar^2}{2m_z},\qquad c_p=\frac{\hbar^2}{2m_p},$$

the Hamiltonian is

$$H=-c_p\nabla^2-c_z\partial_z^2+V(z),$$

where $\nabla$ acts on $\mathbf r$ alone. For the flat wall the bound states are

$$\varphi_{n\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt A}\,\psi_n(z),\qquad E_{n\mathbf k}=E_n+c_pk^2 .$$

Here $A$ is the area, with periodic boundary conditions along the interface. The subband functions $\psi_n$ are real and normalized, with $\psi_n(0)=0$ and $\psi_n\to0$ far from the wall. The slope $\psi_n'(0)$ cannot vanish, because a solution of the second-order equation with zero value and zero slope at one point is zero everywhere. The sign of each $\psi_n$ is chosen so that $\psi_n'(0)>0$.

### (a) The matrix element

**Question.** A moved hard wall is not a small potential added to $H$. Find, to first order in $\Delta$, the quantity that plays the part of the perturbation matrix element between $\varphi_{n\mathbf k}$ and $\varphi_{m\mathbf k'}$.

**Solution.** First recall what a matrix element does in an ordinary problem. If $(H+U)\Psi=E\Psi$, projection on an unperturbed state $\varphi$ of energy $E_\varphi$ gives

$$(E-E_\varphi)\langle\varphi|\Psi\rangle=\langle\varphi|U|\Psi\rangle .$$

To first order, $\Psi$ on the right is replaced by the initial state. An equation of this form for the rough wall therefore identifies the matrix element.

With the rough wall, $\Psi$ obeys $H\Psi=E\Psi$ for $z>\Delta(\mathbf r)$ and vanishes at $z=\Delta(\mathbf r)$. Continue $\Psi$ smoothly to $z=0$ where the wall protrudes, and restrict it to $z>0$ where the wall recedes. The strip that is added or removed has thickness $|\Delta|$, and $\Psi$ is of order $\Delta$ inside it. The strip thus contributes order $\Delta^3$ to the norm, which does not matter here. A Taylor expansion of the boundary condition gives

$$0=\Psi(\mathbf r,\Delta)=\Psi(\mathbf r,0)+\Delta\,\partial_z\Psi(\mathbf r,0)+O(\Delta^2),$$

so that

$$\Psi(\mathbf r,0)=-\Delta(\mathbf r)\,\partial_z\Psi(\mathbf r,0).$$

The moved wall has become a small nonzero boundary value on the flat plane. Now form the difference

$$\int_{z>0}\!\left[\varphi^*H\Psi-(H\varphi)^*\Psi\right]d^2r\,dz=(E-E_\varphi)\langle\varphi|\Psi\rangle .$$

The terms in $V$ cancel on the left. The derivatives along $\mathbf r$ form a total divergence and vanish by periodicity. The derivatives along $z$ also combine into a total derivative, which leaves

$$-c_z\int d^2r\int_0^\infty dz\,\partial_z\!\left(\varphi^*\partial_z\Psi-\Psi\,\partial_z\varphi^*\right)
=c_z\int d^2r\left(\varphi^*\partial_z\Psi-\Psi\,\partial_z\varphi^*\right)_{z=0}.$$

The sign has changed because $z=0$ is the lower limit. Since $\varphi(\mathbf r,0)=0$, the first term is zero. Inserting the boundary value of $\Psi$ in the second gives

$$(E-E_\varphi)\langle\varphi|\Psi\rangle=c_z\int d^2r\,\Delta(\mathbf r)\,\partial_z\varphi^*\,\partial_z\Psi\Big|_{z=0}.$$

This has the required form. Set $\varphi=\varphi_{m\mathbf k'}$ and, to first order, $\Psi=\varphi_{n\mathbf k}$ on the right. With

$$\mathbf q=\mathbf k'-\mathbf k,\qquad \Delta_{\mathbf q}=\int d^2r\,\Delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r},$$

the result is

$$M(m\mathbf k',n\mathbf k)=\frac{\Delta_{\mathbf q}}{A}\,G_{mn},\qquad
G_{mn}=\frac{\hbar^2}{2m_z}\,\psi_m'(0)\,\psi_n'(0).$$

This is the Prange–Nee matrix element. It contains the mass across the layer, because the boundary term came from $\partial_z^2$. The quantity $G_{mn}$ is an energy per length. Because it is a product of slopes, and the slopes are positive,

$$G_{mn}=\sqrt{G_{mm}G_{nn}} .$$

A finite barrier shows why no infinite quantity appears. Let the wall be a step of height $V_0$, with the same mass on both sides. Inside a high barrier $\psi\propto e^{\kappa z}$ with $\kappa^2\approx V_0/c_z$, so $\psi(0)=\psi'(0)/\kappa$. A displacement much smaller than $1/\kappa$ adds the potential $V_0$ over a thickness $\Delta$. The matrix element per unit displacement is

$$V_0\,\psi_m(0)\psi_n(0)=\frac{V_0}{\kappa^2}\psi_m'(0)\psi_n'(0)\approx c_z\,\psi_m'(0)\psi_n'(0).$$

The barrier grows, the density at the wall shrinks, and the product stays finite.

### (b) The relation to the confining force

**Question.** Express $G_{mn}$ through the force operator $dV/dz$. Decide for which pairs of subbands $G_{mn}$ is the matrix element of the confining force alone.

**Solution.** Let $H_z=-c_z\partial_z^2+V$, so that $H_z\psi_n=E_n\psi_n$, and define

$$V'_{mn}=\int_0^\infty\psi_m\frac{dV}{dz}\psi_n\,dz,\qquad D_{mn}=\int_0^\infty\psi_m\psi_n'\,dz .$$

Differentiating the eigenvalue equation gives $H_z\psi_n'+V'\psi_n=E_n\psi_n'$. Multiply by $\psi_m$ and integrate:

$$\int_0^\infty\psi_mH_z\psi_n'\,dz=E_nD_{mn}-V'_{mn}.$$

The same integral can be found by moving the derivatives onto $\psi_m$. Two integrations by parts give

$$\int_0^\infty\psi_m\psi_n'''\,dz=\left[\psi_m\psi_n''\right]_0^\infty-\left[\psi_m'\psi_n'\right]_0^\infty+\int_0^\infty\psi_m''\psi_n'\,dz .$$

The first bracket vanishes because $\psi_m(0)=0$. The second, with its minus sign, contributes $+\psi_m'(0)\psi_n'(0)$. Multiplying by $-c_z$ and adding the potential term yields

$$\int_0^\infty\psi_mH_z\psi_n'\,dz=-G_{mn}+\int_0^\infty(H_z\psi_m)\psi_n'\,dz=-G_{mn}+E_mD_{mn}.$$

The extra term $-G_{mn}$ arises because $\psi_n'$ does not vanish at the wall, so $H_z$ cannot be moved across the integral freely. Equating the two expressions gives

$$G_{mn}=V'_{mn}+(E_m-E_n)D_{mn}.$$

For $m=n$ the last term is absent and

$$\frac{\hbar^2}{2m_z}\,|\psi_n'(0)|^2=\left\langle n\left|\frac{dV}{dz}\right|n\right\rangle\equiv eF_{\rm eff}.$$

Here $e>0$ is the elementary charge and $F_{\rm eff}$ is the mean confining field in subband $n$. Mechanically, the mean momentum of a stationary state is constant. The potential pushes the electron towards the wall with mean force $\langle dV/dz\rangle$, so the wall pushes back with the same strength. Moving the wall inwards by $\delta$ does work against the electron and raises its energy by $G_{nn}\delta$. The matrix element for scattering within a subband is this energy change per unit displacement, multiplied by the Fourier amplitude of the roughness.

Between different subbands the equality with the force element fails in general. A curved potential shows the size of the difference. Take $m_z=0.9$ electron masses and

$$V(z)=0.02\,z+0.08\left(1-e^{-z/3}\right)\ \text{eV},\qquad z\ \text{in nm}.$$

The levels were found by diagonalizing $H_z$ in combinations of Legendre polynomials that vanish at the wall and at $z=25$ nm. In the lowest subband both the wall slope and the average of $dV/dz$ give $35.72$ meV/nm. The force at the wall itself is $0.02+0.08/3=0.0467$ eV/nm, or $46.7$ meV/nm, so the average over the layer is what counts. Between the two lowest subbands the parts are

$$V'_{01}=3.16,\qquad (E_0-E_1)D_{01}=29.86,\qquad G_{01}=33.02\ \text{meV/nm}.$$

The force element alone would miss about nine tenths of the coupling.

### (c) The slope of a rough wall

**Question.** A rough wall has a slope $\nabla\Delta$ as well as a height. Use the coordinate $s=z-\Delta(\mathbf r)$, in which the wall is flat, to find what the slope contributes to elastic scattering.

**Solution.** Write $\Psi(\mathbf r,z)=f(\mathbf r,s)$. At fixed $z$, a change of $\mathbf r$ also changes $s$, so

$$\partial_z\Psi=\partial_sf,\qquad \nabla\Psi=\nabla f-(\nabla\Delta)\,\partial_sf .$$

Applying the second rule twice gives

$$\nabla^2\Psi=\nabla^2f-(\nabla^2\Delta)\partial_sf-2\nabla\Delta\cdot\nabla\partial_sf+|\nabla\Delta|^2\partial_s^2f .$$

The potential becomes $V(s+\Delta)=V(s)+\Delta V'(s)+O(\Delta^2)$. To first order the transformed Hamiltonian is $H$, written in $s$, plus

$$U=\Delta\,V'(s)+c_p\left[(\nabla^2\Delta)+2\nabla\Delta\cdot\nabla\right]\partial_s .$$

The bracket is a commutator, since for any function $g$

$$\nabla^2(\Delta g)-\Delta\nabla^2g=(\nabla^2\Delta)g+2\nabla\Delta\cdot\nabla g .$$

Between plane waves $\mathbf k'$ and $\mathbf k$ this commutator has the element $(-k'^2+k^2)\Delta_{\mathbf q}/A$. Therefore

$$\langle m\mathbf k'|U|n\mathbf k\rangle=\frac{\Delta_{\mathbf q}}{A}\left[V'_{mn}-c_p(k'^2-k^2)D_{mn}\right].$$

In elastic scattering $E_m+c_pk'^2=E_n+c_pk^2$, which gives $c_p(k'^2-k^2)=E_n-E_m$. The bracket then becomes

$$V'_{mn}+(E_m-E_n)D_{mn}=G_{mn}.$$

The result of part (a) is recovered. Within one subband $D_{nn}=\frac12\left[\psi_n^2\right]_0^\infty=0$, so the slope terms vanish at first order and the height enters through the mean force. Between subbands the slope terms supply the part of $G_{mn}$ that the force lacks.

Between different subbands, $U$ and $M$ need not be equal when the energies differ. In general

$$\langle m\mathbf k'|U|n\mathbf k\rangle-M(m\mathbf k',n\mathbf k)=-(E_{m\mathbf k'}-E_{n\mathbf k})D_{mn}\frac{\Delta_{\mathbf q}}{A}.$$

Dividing by $E_{n\mathbf k}-E_{m\mathbf k'}$, as first-order theory requires for an amplitude, leaves $D_{mn}\Delta_{\mathbf q}/A$. This is the projection of $\Delta\,\partial_z\varphi_{n\mathbf k}$, the first-order difference between $f$ and $\Psi$. The two forms describe the same state in different coordinates.

### (d) A corrugated wall

**Question.** The wall has the shape $\Delta=a\cos Qx$. Find the level splitting (i) between the waves $k_x=\pm Q/2$ of the lowest subband, and (ii) when subband 1 at $\mathbf k=0$ is degenerate with subband 0 at $k_x=\pm Q$. Compare with a two-dimensional solution for the potential of part (b).

**Solution.** (i) The two waves have equal energy. The corrugation contains $e^{\pm iQx}$ with weight $a/2$ each, so the coupling is $aG_{00}/2$. Two degenerate levels coupled by $M$ split by $2|M|$, which gives

$$\delta E_{\rm intra}=a\,G_{00}.$$

(ii) The degeneracy requires $c_pQ^2=E_1-E_0$. The normalized lateral functions that couple are $1$ and $\sqrt2\cos Qx$. The function $\sqrt2\sin Qx$ does not couple to $1$, because $\cos Qx\,\sin Qx$ averages to zero. The average of $\cos Qx\cdot\sqrt2\cos Qx$ is $1/\sqrt2$, so $M=aG_{01}/\sqrt2$ and

$$\delta E_{\rm inter}=\sqrt2\,a\,G_{01}.$$

For comparison, the Hamiltonian was diagonalized in the coordinate $s$ with cosine or sine functions along $x$ and the polynomial basis across the layer. The potential $V(s+\Delta)$ and the term in $|\nabla\Delta|^2$ were kept in full. With $m_p=0.2$ electron masses and $a=0.02$ nm:

- For $Q=1.000$ nm$^{-1}$ the intrasubband splitting is $0.7142$ meV, and $aG_{00}=0.7145$ meV.
- For the resonant $Q=0.561$ nm$^{-1}$ the intersubband splitting is $0.9339$ meV, and $\sqrt2\,aG_{01}=0.9340$ meV.

Relative to the first-order values, the differences are below $0.1\%$. If $G_{01}$ were replaced by the force element $V'_{01}$, the second splitting would be predicted as $\sqrt2\times0.02\times3.16=0.089$ meV, about ten times too small.

## Second half: from the mean force to the mobility

The electrons occupy $z>0$, with mass $m_z$ across the layer and $m_p$ along it. The wall is displaced by $\Delta(\mathbf r)$, with Fourier transform $\Delta_{\mathbf q}$, and $A$ is the area. For scattering from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$ within the lowest subband, the first half gives

$$M=\frac{\Delta_{\mathbf q}}{A}G,\qquad G=\frac{\hbar^2}{2m_z}|\psi_0'(0)|^2=\left\langle0\left|\frac{dV}{dz}\right|0\right\rangle=eF_{\rm eff}.$$

Here $\psi_0$ is the lowest subband function, $V(z)$ is the confining potential energy and $e>0$. From this point one subband is occupied and scattering to higher subbands is left out.

### (e) The mean field of a charged layer

For a slightly displaced hard wall, the matrix element is fixed by the subband slopes at the wall, and within one subband it equals the mean confining force times the Fourier amplitude of the roughness. It remains to find the mean field of a charged layer, and from it the scattering rate, the mobility and the conditions for the inverse-square law.

Numerical values quoted here were computed with a short program.
